# What the Hylleraas functional bounds, for ground states, pairs and excited states

## Question

I compute pair functions by minimizing the Hylleraas functional

$$J[\chi]=\langle\chi|H_0-E_0|\chi\rangle+2\langle\chi|V-E_1|\Phi_0\rangle .$$

I took it to be a variational principle for the energy: RHF energy plus $J$ lies above the exact energy, and a better $\chi$ brings it closer. Three results don't fit.

1. For LiH (1.6 Å, 6-31G, all electrons correlated) my values fall as I add virtual orbitals, but they stop at $-0.012613$ hartree. Full CI in the same basis gives a correlation energy of $-0.019037$ hartree.
2. I then inserted the full-CI wave function itself as the trial function, scaled so that its coefficient of $\Phi_0$ is one. The value rose to $-0.006002$ hartree.
3. As an exercise I treated the first excited state of a harmonic oscillator with $V=gx$, $g=0.2$, in units $\hbar=m=\omega=1$. The exact shift is $-0.02$. A trial function carefully orthogonalized to the ground state gave $-0.036$, which is too low.

Is the bound wrong, or is my code?

## Answer

Your code is fine, but the bound as you state it does not hold. What the functional bounds is the second-order energy $E_2$, and it does so when $\Phi_0$ is the ground state of $H_0$. The exact energy does not enter the bound, and for an excited state the minimum generally turns into a saddle point. All three of your results follow from one identity.

### The identity

Write $H=H_0+V$ and take real functions, with $\Phi_0$ normalized, nondegenerate and an exact eigenfunction of $H_0$: $H_0\Phi_0=E_0\Phi_0$. Replace $V$ by $\lambda V$ and expand the wave function as $\Phi_0+\lambda\chi_1+\lambda^2\chi_2+\dots$, with every correction orthogonal to $\Phi_0$. With the abbreviations $A=H_0-E_0$ and $V'=V-E_1$, the first three orders of the Schrödinger equation are

$$A\chi_1=-V'\Phi_0,\qquad A\chi_2=E_2\Phi_0-V'\chi_1,\qquad A\chi_3=E_3\Phi_0+E_2\chi_1-V'\chi_2 .$$

Since $A\Phi_0=0$, projecting each equation on $\Phi_0$ removes its left side. This gives

$$E_1=\langle\Phi_0|V|\Phi_0\rangle,\qquad E_2=\langle\chi_1|V'|\Phi_0\rangle,\qquad E_3=\langle\Phi_0|V'|\chi_2\rangle .$$

Now use the first-order equation to replace $V'\Phi_0$ in $J$ by $-A\chi_1$, and complete the square:

$$J[\chi]=\langle\chi|A|\chi\rangle-2\langle\chi|A|\chi_1\rangle
=\langle\chi-\chi_1|A|\chi-\chi_1\rangle-\langle\chi_1|A|\chi_1\rangle .$$

The last term is $-\langle\chi_1|A|\chi_1\rangle=\langle\chi_1|V'|\Phi_0\rangle=E_2$. Hence

$$\boxed{J[\chi]=E_2+\langle\chi-\chi_1|H_0-E_0|\chi-\chi_1\rangle}$$

If $\Phi_0$ is the ground state of $H_0$, the second term cannot be negative, so $J[\chi]\ge E_2$. Equality requires $\chi=\chi_1$, up to a multiple of $\Phi_0$, which does not affect $J$.

A "better" trial function, in the sense of this functional, is therefore one closer to $\chi_1$, with the distance weighted by $H_0-E_0$. It is not one closer to the exact wave function.

### Why the full-CI function does worse

In your scaling the coefficient of $\Phi_0$ is one. That part does not affect $J$; call the remainder $\chi_{\rm ex}$. It differs from $\chi_1$, so the identity makes its $J$ higher than $E_2$. For LiH the weighted distance is

$$\langle\chi_{\rm ex}-\chi_1|H_0-E_0|\chi_{\rm ex}-\chi_1\rangle=0.006611\ \text{hartree},$$

and $-0.012613+0.006611=-0.006002$ hartree, which is your second result.

The functional that does bound the exact energy is the Rayleigh quotient. For $\chi\perp\Phi_0$ define

$$R[\chi]=\frac{\langle\Phi_0+\chi|H|\Phi_0+\chi\rangle}{1+\langle\chi|\chi\rangle}-(E_0+E_1)
=\frac{\langle\Phi_0+\chi|A+V'|\Phi_0+\chi\rangle}{1+\langle\chi|\chi\rangle},$$

where the second form uses $H-E_0-E_1=A+V'$. In the numerator $A$ contributes $\langle\chi|A|\chi\rangle$, because $A\Phi_0=0$. The operator $V'$ contributes $2\langle\chi|V'|\Phi_0\rangle+\langle\chi|V'|\chi\rangle$, because $\langle\Phi_0|V'|\Phi_0\rangle=0$. Therefore

$$R[\chi]=\frac{J[\chi]+\langle\chi|V-E_1|\chi\rangle}{1+\langle\chi|\chi\rangle}\ \ge\ E_{\rm exact}-E_0-E_1 ,$$

with $E_{\rm exact}$ the lowest eigenvalue of $H$ in the space used. Compared with $R$, the functional $J$ lacks the action of the perturbation within the correlation function and the normalization.

At $\chi=\chi_1$ the extra term is $E_3$. To see this, start from $E_3=\langle\Phi_0|V'|\chi_2\rangle$. The first-order equation turns it into $-\langle\chi_1|A|\chi_2\rangle$. Inserting the second-order equation, and using $\chi_1\perp\Phi_0$, gives $\langle\chi_1|V'|\chi_1\rangle$. So

$$R[\chi_1]=\frac{E_2+E_3}{1+\langle\chi_1|\chi_1\rangle}.$$

For LiH, $E_3=-0.003692$ hartree and $\langle\chi_1|\chi_1\rangle=0.008454$, so

$$R[\chi_1]=\frac{-0.012613-0.003692}{1.008454}=-0.01617\ \text{hartree}.$$

The two functionals rank the same two functions in opposite order (values in hartree):

| trial function | $J$ | $R$ |
|---|---:|---:|
| first-order $\chi_1$ | $-0.01261$ | $-0.01617$ |
| full CI | $-0.00600$ | $-0.01904$ |

### The exact energy can lie on either side of $E_2$

In this LiH calculation the MP2 energy is 0.0064 hartree above full CI, so $J$ happens to stay above the exact correlation energy too. That is not guaranteed. Consider two levels,

$$H_0=\begin{pmatrix}0&0\\0&\Delta\end{pmatrix},\qquad V=\begin{pmatrix}0&v\\v&w\end{pmatrix},\qquad \Delta>0,\ v\neq0 .$$

Here $E_0=E_1=0$. With $c$ the amplitude of the upper level, $J=\Delta c^2+2vc$. Its minimum is at $c=-v/\Delta$, with value $E_2=-v^2/\Delta$, whatever $w$ is. The exact energy does depend on $w$. Evaluate the characteristic polynomial $p(E)=-E(\Delta+w-E)-v^2$ at $E_2$:

$$p(E_2)=\frac{v^2}{\Delta}\left(\Delta+w+\frac{v^2}{\Delta}\right)-v^2=\frac{v^2}{\Delta}\left(w+\frac{v^2}{\Delta}\right).$$

Since $p(E)=(E-E_-)(E-E_+)$, a negative value means that $E_2$ lies between the two eigenvalues, so the exact ground state is below $E_2$. A positive value means that $E_2$ lies outside them. It is then below both, because the upper eigenvalue is at least as large as the diagonal element $0$, which exceeds $E_2$. In this model the exact energy is thus below $E_2$ if and only if $w<-v^2/\Delta$.

Take $\Delta=1$ and $v=0.4$, so that $E_2=-0.16$. For $w=-0.5$ the exact energy is $-0.2217$, below $E_2$. For $w=0$ it is $-0.1403$. In the second case the optimal trial function gives a $J$ below the exact energy, so the functional is not an upper bound to it.

### Pairs: what your LiH values converge to

In Møller–Plesset theory $H_0$ is the sum of Fock operators, $\Phi_0$ is the Hartree–Fock determinant, and $E_0+E_1$ is the electronic Hartree–Fock energy, to which the nuclear repulsion is added as a constant. Let $i,j$ be occupied and $a,b$ virtual canonical spin orbitals with energies $\varepsilon$. Single excitations do not couple to $\Phi_0$, by Brillouin's theorem, and triples and higher do not because the interaction is a two-electron operator. So $\chi_1$ consists of double excitations,

$$\chi=\sum_{i<j}\sum_{a<b}t_{ij}^{ab}\,\Phi_{ij}^{ab}.$$

Each determinant $\Phi_{ij}^{ab}$ is an eigenfunction of $H_0-E_0$ with eigenvalue $D_{ij}^{ab}=\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j$. Its coupling to $\Phi_0$ is the antisymmetrized integral $\langle ab\|ij\rangle$. The functional is then a sum over pairs, $J=\sum_{i<j}J_{ij}$, with

$$J_{ij}=\sum_{a<b}\left[D_{ij}^{ab}(t_{ij}^{ab})^2+2t_{ij}^{ab}\langle ab\|ij\rangle\right]
=\sum_{a<b}\left[D_{ij}^{ab}\left(t_{ij}^{ab}+\frac{\langle ab\|ij\rangle}{D_{ij}^{ab}}\right)^2-\frac{\langle ab\|ij\rangle^2}{D_{ij}^{ab}}\right].$$

When all $D_{ij}^{ab}>0$, the squares are non-negative and each $J_{ij}$ is bounded from below by its own MP2 pair energy, the sum of the last terms. In this LiH calculation the smallest excitation energy of $H_0$ is $0.0093+0.3004=0.3097$ hartree, so the condition holds.

If the virtual space is restricted to a subspace, the minimum is taken over fewer functions and cannot fall below the full one. With $K$ natural virtual orbitals, taken from the MP2 density in order of decreasing occupation, the minima of $J$ are listed below, together with $R$ evaluated for the same functions ($R$ itself is not minimized), in hartree:

| $K$ | $J$ | $R$ |
|---:|---:|---:|
| 1 | $-0.009815$ | $-0.013553$ |
| 3 | $-0.011453$ | $-0.015228$ |
| 5 | $-0.012441$ | $-0.016022$ |
| 9 (all) | $-0.012613$ | $-0.016169$ |

The limit is $E_2$, which is your first result. Summed over spin, it consists of $-0.000153$ (core–core), $-0.000105$ (core–valence) and $-0.012355$ hartree (valence–valence).

This limit belongs to one fixed $\Phi_0$, $H_0$ and orbital space. A larger one-electron basis generally changes $\Phi_0$ and $H_0$ as well, and the inequality then does not compare the MP2 energies of the two basis sets.

**Keep occupied orbitals out of the pair functions.** Suppose you optimize the valence pair by itself, as a function $u=\sum_{pq}u_{pq}\,\varphi_p(1)\varphi_q(2)$ of two electrons with opposite spin. Let $p$ and $q$ run over all orbitals except $2\sigma$ itself. For these functions the same functional reads

$$J_{22}[u]=\sum_{pq}\left[(\varepsilon_p+\varepsilon_q-2\varepsilon_2)u_{pq}^2+2u_{pq}(p2|q2)\right],$$

where 1 and 2 denote $1\sigma$ and $2\sigma$, and $(p2|q2)$ is the repulsion between the densities $\varphi_p\varphi_2$ and $\varphi_q\varphi_2$. If $p$ and $q$ are virtual, the minimum is the MP2 pair energy. A core component $u_{11}=s$ adds

$$2(\varepsilon_1-\varepsilon_2)s^2+2s\,(12|12).$$

The quadratic coefficient is negative, so there is no lower bound. With $\varepsilon_1=-2.4537$ and $\varepsilon_2=-0.3004$ hartree, $s=-0.05$ makes the quadratic part $2(-2.1533)(0.0025)=-0.0108$ hartree. Together with the small linear part, this moves the functional from $-0.012355$ to $-0.024047$ hartree, below even the full-CI correlation energy of the molecule.

In the four-electron function such a component vanishes by antisymmetry, because the core orbital is already filled. A separate functional for the valence pair does not know this, so orthogonality to the core orbital has to be imposed.

### Excited states

Let $\Phi_k$ be the eigenfunctions of $H_0$ with levels $\mathcal E_k$, and let the reference now be a nondegenerate excited state $\Phi_n$. The identity still holds, because its derivation never used the ground state. With $\chi-\chi_1=\sum_{k\ne n}d_k\Phi_k$ it reads

$$J[\chi]=E_2+\sum_{k\neq n}(\mathcal E_k-\mathcal E_n)\,d_k^2 .$$

Every lower level gives a direction in which $J$ falls, and every higher level one in which it rises. With both present in the trial space, $\chi_1$ is a saddle point. For the highest level of a finite space it is a maximum.

Orthogonality to the lower states removes the falling directions, but it also removes the part of $E_2$ that comes from lower states coupled to $\Phi_n$ by $V$. Insert $\chi=\sum_{k\ne n}c_k\Phi_k$ into $J$:

$$J=\sum_{k\ne n}\left[(\mathcal E_k-\mathcal E_n)c_k^2+2c_kV_{kn}\right],\qquad
c_k=-\frac{V_{kn}}{\mathcal E_k-\mathcal E_n}\ \text{at the stationary point}.$$

There, each level contributes $-V_{kn}^2/(\mathcal E_k-\mathcal E_n)$, which is positive for a lower level: lower levels push the state up. If these positive terms are left out, the minimum over the remaining functions is

$$E_2-\sum_{k<n}\frac{V_{kn}^2}{\mathcal E_n-\mathcal E_k}\ \le\ E_2 .$$

The valid statement for trial functions orthogonal to all lower states is therefore

$$J[\chi]+\sum_{k<n}\frac{V_{kn}^2}{\mathcal E_n-\mathcal E_k}\ \ge\ E_2 ,$$

and it requires the lower eigenfunctions of $H_0$ to be known.

Now take your oscillator, with $n=1$. The ladder-operator form of $x$ gives $x\varphi_1=\varphi_0/\sqrt2+\varphi_2$, so only $\varphi_0$ and $\varphi_2$ couple to $\varphi_1$. For $\chi=c_0\varphi_0+c_2\varphi_2$,

$$J=-c_0^2+c_2^2+2g\left(\frac{c_0}{\sqrt2}+c_2\right).$$

The stationary point is $c_0=g/\sqrt2$, $c_2=-g$. The $\varphi_0$ part contributes $-g^2/2+g^2=+g^2/2$ and the $\varphi_2$ part $g^2-2g^2=-g^2$, so $E_2=-g^2/2$. Here $E_2$ equals the exact shift, since $x^2/2+gx=(x+g)^2/2-g^2/2$ is a displaced oscillator lowered by $g^2/2$.

For $g=0.2$ the stationary values are:

- $+0.02$ with $\varphi_0$ alone;
- $-0.04$ with $\varphi_2$ alone;
- $-0.02$ with both.

Adding $\varphi_0$ to a space that contained $\varphi_2$ raises the value, so a lower $J$ is no sign of a better function here. The saddle is visible directly: from $\chi_1$, a step of $0.3$ along $\varphi_0$ gives $-0.02-0.09=-0.11$, and the same step along $\varphi_2$ gives $-0.02+0.09=0.07$.

A trial function like yours, $x^2e^{-0.4x^2}$ orthogonalized to $\varphi_0$ and optimally scaled, gives $J=-0.036$. This respects the limit $-0.04$ that applies to functions without $\varphi_0$. Adding the missing term $g^2/2=0.02$ gives $-0.016$, which lies above $E_2=-0.02$ as it should.

Symmetry can also keep a minimum, without any added term. If $V$ has the symmetry of $H_0$, then $\chi_1$ has the symmetry of $\Phi_n$, and nothing is lost by restricting the trial functions to that symmetry. If $\Phi_n$ is the lowest state of its symmetry, no falling direction remains. The state $\varphi_1$ is the lowest odd state, so this works for an even perturbation such as $x^2$. It does not work for $gx$, which couples $\varphi_1$ to even functions.

### What to use

Minimize $J$ if you want the MP2 energy and its pair functions, and judge convergence against $E_2$. If you want an upper bound to the exact ground-state energy, evaluate $R$ with the same functions and add the reference energy $E_0+E_1$. For an excited state, solve for the stationary point with the lower states included, or project them out and add their terms explicitly. The numerical check evaluates $J$ and $R$ for LiH in the full determinant space, and obtains $E_2$ and $E_3$ a second time from full-CI energies of $H_0+\lambda V$ at small $\pm\lambda$.

## Computed values

```
LiH distance: 1.6 angstrom; orbitals: 11
determinants: 3025
RHF total energy: -7.979322 hartree
orbital energies 1sigma, 2sigma: -2.4537, -0.3004 hartree
lowest virtual orbital energy: 0.0093 hartree
smallest H0 excitation energy: 0.3097 hartree
K natural virtuals: J[chi], R[chi] in hartree
  K=1: -0.009815, -0.013553
  K=2: -0.010930, -0.014745
  K=3: -0.011453, -0.015228
  K=4: -0.011977, -0.015692
  K=5: -0.012441, -0.016022
  K=6: -0.012536, -0.016102
  K=7: -0.012572, -0.016134
  K=8: -0.012608, -0.016166
  K=9: -0.012613, -0.016169
E2 (MP2 limit): -0.012613 hartree
E2 from full CI of H0+lam V: -0.012617 hartree
E3: -0.003692 hartree
E3 from full CI of H0+lam V: -0.003693 hartree
lam used: 0.05
<chi1|chi1>: 0.008454
R[chi1]: -0.016169 hartree
full-CI correlation energy: -0.019037 hartree
E2 minus full-CI correlation: 0.006423 hartree
J[full-CI function]: -0.006002 hartree
J[full-CI function] - E2: 0.006611 hartree
MP2 pair core-core: -0.000153 hartree
MP2 pair core-valence: -0.000105 hartree
MP2 pair valence-valence: -0.012355 hartree
core amplitude mixed into valence pair: -0.05
valence functional with core part: -0.024047 hartree
two levels: gap 1.0, coupling 0.4 (units of gap)
two levels: E2 = -0.1600 gap
two levels: exact, w=0: -0.1403 gap
two levels: exact, w=-0.5: -0.2217 gap
oscillator: g = 0.2; energies in hbar*omega
negative directions for n=0,1,2: [0, 1, 2]
n=1: E2 = -0.0200; exact shift = -0.0200
n=1: stationary J, phi0 only: 0.0200
n=1: stationary J, phi2 only: -0.0400
n=1: stationary J, phi0 and phi2: -0.0200
n=1: J at chi1 + 0.3 phi0: -0.1100
n=1: J at chi1 + 0.3 phi2: 0.0700
n=1: J of orthogonalized trial: -0.0360
n=1: lower-state term: 0.0200
n=1: corrected bound: -0.0160
n=1: lowest curvature, odd functions: 2.0000
```
